\section*{Convergence of linear-mixing SCF iterations with an inexact eigensolver, part 3}

We study how an inexact eigensolver limits linearly mixed self-consistent iterations for $2N$ electrons on $M$ sites. Energies are in joule. $H(n)=H_0+\operatorname{diag}(\gamma(n-n^0))$ has levels $\varepsilon_j$, occupied and virtual eigenvectors $u_i$, $u_a$, gap $g=\varepsilon_{N+1}-\varepsilon_N$, occupied projector $P$ and density $\Phi(n)_\mu=2P_{\mu\mu}$; $n^*=\Phi(n^*)$. On zero-sum vectors $\mathcal{Z}$, $\gamma$ is positive definite with largest eigenvalue $\gamma_{\max}$, and $\|y\|_\gamma=(y^T\gamma y)^{1/2}$.

The solver returns Ritz vectors $X$ and values $\Theta=\operatorname{diag}(\theta_i)$; $R=HX-X\Theta$, $\tilde P=XX^T$, $\tilde n_\mu=2\tilde P_{\mu\mu}$, $E=\tilde n-\Phi(n)$, $r=\Phi(n)-n$, $\tilde r=\tilde n-n$, $S_{ai}=u_a^Tx_i$. The iteration is $n_{k+1}=n_k+\alpha\tilde r_k=G(n_k)+\alpha E_k$, with error $e_k=\|n_k-n^*\|_\gamma$. The Jacobian $\mathcal{J}=\chi_0\gamma$ of $\Phi$ ($\chi_0$: response to site potentials) has eigenvalues $-\lambda_j$; $q(n)=\|G'(n)\|_\gamma=\max_j|1-\alpha(1+\lambda_j)|$, $q_*=q(n^*)$.

Assume (A1) an open gap and $q(n)\le q<1$ for $\|n-n^*\|_\gamma\le\rho$; (A2) $\delta=\varepsilon_{N+1}-\theta_N\ge\delta_0>0$. With $C=2(2\gamma_{\max})^{1/2}$,
\begin{equation}\|\tilde P-P\|_F=\sqrt2\,\|S\|_F\le\sqrt2\,\frac{\|R\|_F}{\delta}.\label{eq:dk}\end{equation}
\begin{equation}\|E\|_\gamma\le\gamma_{\max}^{1/2}\cdot2\cdot\sqrt2\,\frac{\|R\|_F}{\delta_0}=C\,\frac{\|R\|_F}{\delta_0}.\label{eq:Ebound}\end{equation}
\begin{equation}e_{k+1}\le q\,e_k+\alpha\|E_k\|_\gamma .\label{eq:rec}\end{equation}
\begin{equation}\alpha\|r\|_\gamma=\|(G(n)-n^*)-(n-n^*)\|_\gamma\le(1+q)\,e .\label{eq:rle}\end{equation}
Stationary states obey
\begin{equation}\frac{\alpha\|E\|_\gamma}{1+q}\le e\le\frac{\alpha\|E\|_\gamma}{1-q}.\label{eq:two}\end{equation}
(a) If
\begin{equation}C\,\frac{\|R_k\|_F}{\delta_0}\le\eta\,\|\tilde r_k\|_\gamma\quad\text{with}\quad\eta<\frac{1-q}{2},\label{eq:adapt}\end{equation}
then $e_{k+1}\le q_\eta e_k$, $q_\eta=q+\eta(1+q)/(1-\eta)$, attained by one mode with $G'=-q$, $E=\eta r/(1-\eta)$.
(b) If $\|R_k\|_F\le\tau$ and $B=\alpha C\tau/[\delta_0(1-q)]\le\rho$, then $e_k\le q^ke_0+B$.
Rotating $u_N$ into $u_{N+1}$ by $\varphi$ makes the sides of \eqref{eq:dk} $\sqrt2\sin\varphi$ and $\sqrt2\tan\varphi$. With $r^{(N)}$ the last column of $R$, $\delta>\|r^{(N)}\|_2$ implies $\delta\ge g-\|r^{(N)}\|_2$.

The second derivation uses $W=RX^T+XR^T$, $w_{ai}=u_a^TWu_i$, $A_{\mu,ai}=4u_{a\mu}u_{i\mu}/(\varepsilon_a-\varepsilon_i)$ and the occupied projectors $P_t$ of $H-tW$, $0\le t\le1$:
\begin{equation}\|\tilde P-P\|_F\le\sqrt2\,\frac{\|R\|_F}{g-2\|R\|_2},\label{eq:dk2}\end{equation}
\begin{equation}|E_j|\le2\sqrt{\lambda_j/g}\;\|R\|_F,\qquad\|Aw\|_\gamma\le c_*\|R\|_F,\qquad c_*=2\sqrt{\lambda_{\max}/g}.\label{eq:cstar}\end{equation}
For $\|R_k\|_F\le\kappa\|\tilde r_k\|_\gamma$, $\eta'=c_*\kappa$,
\begin{equation}e_{k+1}\le q_{\rm loc}\,e_k+O(e_k^2),\qquad q_{\rm loc}=q_*+\alpha(1+\lambda_{\max})\frac{\eta'}{1-\eta'} .\label{eq:qloc}\end{equation}
A well-separated, weakly screened slowest mode has
\begin{equation}|\Delta q|\lesssim\alpha(1+\lambda_{\min})\;2\sqrt{\lambda_{\min}/g}\;\kappa .\label{eq:shift}\end{equation}
The stationary offset and its maximum $F$ are
\begin{equation}c_j=\frac{E_j}{1+\lambda_j},\qquad n-n^*=(1-\mathcal{J})^{-1}Aw+O(\tau^2/g^2).\label{eq:offset}\end{equation}
\begin{equation}F=\tau\,\sigma_{\max},\qquad\sigma_{\max}=\max_{\|w\|_2=1}\|(1-\mathcal{J})^{-1}Aw\|_\gamma ,\label{eq:F}\end{equation}
\begin{equation}F\le\frac{2\tau}{\sqrt g}\,\max_j\frac{\sqrt{\lambda_j}}{1+\lambda_j}\le\frac{\tau}{\sqrt g}.\label{eq:Fg}\end{equation}
The maximiser $\hat w$ defines $\hat W=\sum_{ai}\hat w_{ai}(u_au_i^T+u_iu_a^T)$; its solver returns the $N$ lowest eigenvectors of $H-s\hat W$, $s$ set by the allowed residual. A warm-started solver locks when its old subspace keeps meeting the tolerance.

\section{Comparison of the two derivations}

Both derivations reach the recursion ``contraction plus $\alpha\|E_k\|_\gamma$'' and the same structure of result. They differ in what they assume and in what they return.

The first derivation is exact at finite distance from $n^*$ and at finite residual. It needs a uniform contraction constant on a ball, which is a supremum over densities that are never visited, and a lower bound $\delta_0$ on the distance from the top Ritz value to the first virtual level. It needs no smallness of $\|R\|_F/g$ beyond $B\le\rho$ or \eqref{eq:adapt}. It uses the model only through $q$ and $C$: equations \eqref{eq:rec} to \eqref{eq:two} hold for any SCF variable (density, potential or density matrix) and any norm in which $G$ contracts, once a constant $C$ with $\|E\|\le C\|R\|_F/\delta_0$ is known. A fixed linear preconditioner $K$ in place of $\alpha$ is covered under two conditions. The preconditioned map must contract in the chosen norm; a spectral radius below 1 does not ensure this in the $\gamma$ norm, because $K(1-\mathcal{J})$ need not be self-adjoint there. The criterion must also compare $\|KE\|$ with $\|K\tilde r\|$, which changes $C$. The price of this generality is loose constants. The step to \eqref{eq:Ebound} assumes that the whole projector error sits on the diagonal, in the direction of $\gamma_{\max}$, across the smallest energy denominator. The derivation gives the two-sided estimate \eqref{eq:two} in terms of $E$, and does not say how large $E$ is.

The second derivation needs only the Jacobian at $n^*$, but it is asymptotic: it requires $\|R\|_2<g/2$ and $\theta_N<\varepsilon_{N+1}-\|R\|_2$ for the path $P_t$, and it drops terms quadratic in $e_k$ and $\tau/g$, so it does not say how close the start must be. Its general part, equation \eqref{eq:offset}, needs only that $1-\mathcal{J}$ is invertible. Its sharper part, equations \eqref{eq:cstar} to \eqref{eq:Fg}, uses the structure $\mathcal{J}=\chi_0\gamma$ with $\gamma$ positive on $\mathcal{Z}$. In return it gives the stationary error as a vector, shows that it is independent of $\alpha$, and proves that the floor is attained.

Both fail in the same places. As $g\to0$ the $\kappa$ admitted by these bounds goes to zero and the upper bounds on the floor grow, as $1/\delta_0$ in $B$ and as $g^{-1/2}$ in \eqref{eq:Fg}. The floor $F$ itself can stay finite: if the transition across the closing gap moves charge, its response eigenvalue grows as $1/g$, and the screening cancels the growth of the drive. With fractional occupations the projector is replaced by a smooth function of $H$ and \eqref{eq:dk} has to be replaced as well. If the kernel includes an attractive exchange-correlation part and is indefinite, $\|\cdot\|_\gamma$ is no longer a norm and $\mathcal{J}$ may have a positive eigenvalue; as that eigenvalue approaches 1, $q\to1$, the threshold $(1-q)/2$ closes and $(1-\mathcal{J})^{-1}$ amplifies the offset in place of screening it. Pulay and Anderson mixing build each step from differences of earlier residuals, so the rates and the bounds on $e_k$ derived here do not cover them. The stationary offset \eqref{eq:offset} does apply to them when they stop at $\tilde n=n$, because the condition $r=-E$ does not involve the mixing. In practice $\varepsilon_{N+1}$ is not known exactly, and an extra Ritz value bounds it from above, which is the unsafe side, so (A2) remains an assumption about the solver. Finally, $\|R\|_F$ sums over all occupied vectors: a tolerance $\tau_1$ on each column allows $\|R\|_F=\sqrt N\,\tau_1$.

\section{Worked example}

The model is a self-consistent-charge description of the $\pi$ electrons of a straight chain of $M=10$ carbon atoms with $N=5$ and $n^0_\mu=1$. All parameters are chosen inputs, with bond lengths, hoppings and on-site repulsion roughly typical of conjugated carbon. The model has no exchange term, so its gap is not that of a real polyene, and the field used below, at or above the breakdown field of organic solids, serves only to make the self-consistent density nonuniform. The nine bonds alternate, starting and ending with the short one: $d_1=1.35\times10^{-10}$\,m with hopping $t_1=-4.1657\times10^{-19}$\,J, and $d_2=1.46\times10^{-10}$\,m with $t_2=-3.5248\times10^{-19}$\,J. The repulsion has the Ohno form
\begin{equation}
\gamma_{\mu\nu}=\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{\sqrt{(x_\mu-x_\nu)^2+a_U^2}},\qquad a_U=\frac{e^2}{4\pi\varepsilon_0U},
\end{equation}
where $e$ in this formula and in the field term below is the elementary charge, so that $\gamma_{\mu\mu}=U=1.7624\times10^{-18}$\,J and $a_U=2.3071\times10^{-28}\,\mathrm{J\,m}/1.7624\times10^{-18}\,\mathrm{J}=1.3091\times10^{-10}$\,m. A field $\mathcal{E}=10^9$\,V/m along the chain has the potential $-\mathcal{E}x$ and gives an electron of charge $-e$ the site energy $+e\mathcal{E}(x_\mu-\bar x)$, with $\bar x$ the centre. The iteration starts at $n_0=n^0$ with $\alpha=0.2$ and $\eta=0.05$.

At self-consistency the largest $|n^*_\mu-1|$ is $0.034284$ and $g=3.0087\times10^{-19}$\,J ($1.8779$\,eV). The choice $\delta_0=0.8g$ gives $2.407\times10^{-19}$\,J. With $\gamma_{\max}=3.5403\times10^{-18}$\,J, $C=2\sqrt{7.0806\times10^{-18}\,\mathrm{J}}=5.3219\times10^{-9}\,\mathrm{J}^{1/2}$. The response eigenvalues run from $\lambda_{\min}=0.29479$ to $\lambda_{\max}=2.0531$. The extreme factors are $1-0.2\times1.29479=0.74104$ and $1-0.2\times3.0531=0.3894$, so $q_*=0.74104$ is set by the weakly screened mode, and an exact iteration started along that mode shows the rate $0.74104$. The radius is $\rho=e_0=7.0646\times10^{-11}\,\mathrm{J}^{1/2}$. The largest $q(n)$ found at $n^*$, at $n_0$ and at 300 random points of the ball with radius between $\rho/2$ and $\rho$ is $q=0.74271$; this is an estimate of the supremum in (A1), not a proof of it. A sample can only fall below the supremum: the surface of the ball contains points with $q=0.74279$, which would change the threshold below to $0.12861$, $q_\eta$ to $0.83452$ and $B$ by $0.03\,\%$. For the rotation test at $\varphi=0.1$\,rad the projector error is $0.14119$ against the bound $0.14189$.

For the adaptive criterion the threshold is $(1-0.74271)/2=0.12864$, above $\eta=0.05$, and
\begin{align}
q_\eta&=0.74271+\frac{0.05\times1.74271}{0.95}=0.83443,\\
\kappa&=\frac{0.05\times2.407\times10^{-19}\,\mathrm{J}}{5.3219\times10^{-9}\,\mathrm{J}^{1/2}}=2.2614\times10^{-12}\,\mathrm{J}^{1/2}.
\end{align}
Three runs were stopped when $\|\tilde r\|_\gamma<10^{-8}e_0$. Exact diagonalization took 57 steps, with largest ratio $e_{k+1}/e_k=0.7410$ and final error $3.732\times10^{-19}\,\mathrm{J}^{1/2}$. A warm-started subspace iteration under \eqref{eq:adapt} took 57 steps and 681 inner steps, with $0.7407$ and $3.657\times10^{-19}\,\mathrm{J}^{1/2}$. The solver built from $\hat W$, with its residual raised to the full allowance $\kappa\|\tilde r\|_\gamma$, took 57 steps, with $0.7412$ and $3.848\times10^{-19}\,\mathrm{J}^{1/2}$.

The observed ratios lie far below $q_\eta$ and almost on the exact rate. The second derivation accounts for this. Evaluated from the printed values, $c_*=2\sqrt{2.0531/3.0087\times10^{-19}\,\mathrm{J}}=5.22\times10^9\,\mathrm{J}^{-1/2}$, against $C/\delta_0=2.21\times10^{10}\,\mathrm{J}^{-1/2}$. Then $\eta'=5.22\times10^9\times2.2614\times10^{-12}=0.0118$ and $q_{\rm loc}=0.74104+0.6106\times0.0118/0.9882=0.748$. For the slow mode $2\sqrt{0.29479/3.0087\times10^{-19}\,\mathrm{J}}=1.98\times10^9\,\mathrm{J}^{-1/2}$, and \eqref{eq:shift} allows a shift of $0.2\times1.295\times1.98\times10^9\times2.2614\times10^{-12}=1.2\times10^{-3}$. The differences between $0.7407$, $0.7410$ and $0.7412$ are within this, but the comparison shows consistency only. These numbers are largest step ratios over 57 steps and not asymptotic rates, and the slow mode of this chain is only weakly separated: the next response eigenvalue is $0.317$, with factor $0.7365$, so the admixture estimate $\eta'(1+\lambda_{\min})/(\lambda_j-\lambda_{\min})$ is about $0.7$ and the separation assumed for \eqref{eq:shift} is not met. The direction $\hat w$ is the worst one for the stationary offset and need not be the worst one for the rate, so these runs do not probe how large $\eta$ may be made. The iteration here is also far from the overshooting regime in which $q_\eta$ is attained.

For the fixed tolerance,
\begin{equation}
\frac{B}{\tau}=\frac{0.2\times5.3219\times10^{-9}\,\mathrm{J}^{1/2}}{2.407\times10^{-19}\,\mathrm{J}\times0.25729}=1.7187\times10^{10}\,\mathrm{J}^{-1/2},
\end{equation}
while the singular value gives $F/\tau=1.7053\times10^9\,\mathrm{J}^{-1/2}$, about ten times smaller. The bound \eqref{eq:Fg} gives $1/\sqrt{3.0087\times10^{-19}\,\mathrm{J}}=1.823\times10^9\,\mathrm{J}^{-1/2}$, only a little above $F/\tau$. The final errors $e_\infty$ of the solver built from $\hat W$ are, with $e_\infty$, $F$ and $B$ in $\mathrm{J}^{1/2}$ and $B$ evaluated for $\alpha=0.2$:
\begin{center}
\begin{tabular}{ccccc}
$\tau$ (J) & $\alpha$ & $e_\infty$ & $F$ & $B$\\
$1.6022\times10^{-22}$ & 0.2 & $2.73219\times10^{-13}$ & $2.73215\times10^{-13}$ & $2.7537\times10^{-12}$\\
$1.6022\times10^{-23}$ & 0.2 & $2.73215\times10^{-14}$ & $2.73215\times10^{-14}$ & $2.7537\times10^{-13}$\\
$1.6022\times10^{-24}$ & 0.2 & $2.73215\times10^{-15}$ & $2.73215\times10^{-15}$ & $2.7537\times10^{-14}$\\
$1.6022\times10^{-23}$ & 0.1 & $2.73215\times10^{-14}$ & $2.73215\times10^{-14}$ & $2.7537\times10^{-13}$
\end{tabular}
\end{center}
The floor is proportional to $\tau$, does not move when $\alpha$ is halved, and every $B$ is below $\rho$ as (b) requires.

The agreement in the first row is closer than the general estimate suggests: the relative difference read from the rounded entries is about $1.5\times10^{-5}$, uncertain by some $0.4\times10^{-5}$, while $\tau/g=1.6022\times10^{-22}/3.0087\times10^{-19}=5.3\times10^{-4}$. The reflection symmetry of the chain offers an explanation. Let $\Pi$ be the permutation matrix that reverses the order of the sites. At zero field $\Pi$ leaves $H_0$, $\gamma$ and $n^0$ unchanged. The highest occupied and the lowest virtual orbital have opposite parity, so the transition between them is odd under reflection: it moves charge from one half of the chain to the other. Suppose that the whole worst direction shares this parity, $\Pi\hat W\Pi=-\hat W$. Reflection then turns the solver with parameter $s$ into the solver with parameter $-s$. The two stationary densities are mirror images, so their errors $e_\infty$ are equal, and so are their residual norms $\|R\|_F$. Each of these two quantities is therefore $|s|$ times an even function of $s$, and the ratio $e_\infty/\tau$ has no correction linear in $\tau$. The term quadratic in $\tau$ vanishes at zero field. The field breaks the symmetry and allows the term again; its coefficient is not derived here, and the first row would correspond to about $1.5\times10^{-5}/5.3\times10^{-4}\approx0.03$. Reflection is sufficient for this cancellation but not necessary. At zero field the chain is alternant: with $\Sigma=\operatorname{diag}((-1)^\mu)$ the map $H\to-\Sigma H\Sigma$ exchanges occupied and virtual levels, sends $n$ to $2-n$ and, because $\Sigma\hat W\Sigma=\hat W$, also turns $s$ into $-s$, whether or not the chain has a mirror plane. The field breaks this symmetry as well. The output is consistent with these arguments; the program does not test them separately.

The last run uses the warm-started subspace iteration with $\tau=1.6022\times10^{-23}$\,J for 400 SCF steps. The solver did its last work at step 23 (counted from 0), after 240 inner steps in all, and was locked from then on; at the last step $\|R\|_F=0.72718\,\tau$. The computed SCF residual ended at $5.3321\times10^{-24}\,\mathrm{J}^{1/2}$, the level of rounding error, while the true error stayed at $1.1523\times10^{-14}\,\mathrm{J}^{1/2}$, about $2\times10^9$ times larger, with a largest population error of $6.0142\times10^{-6}$. Equation \eqref{eq:offset}, fed with the final residual, predicts $1.1523\times10^{-14}\,\mathrm{J}^{1/2}$. The ratio to the worst case is $1.1523/2.73215=0.42176$. It is below $0.72718$ because the frozen residual does not point along $\hat w$. A solver with no adversarial design thus stopped within a factor of about $2.4$ of $F$.

\section{What the numerical check tests}

The numerical check below finds $n^*$ by iteration and by a root finder, compares $\chi_0\gamma$ with a finite-difference Jacobian of $\Phi$, and compares $q_*$ from the spectrum with the decay of the slowest mode under exact iteration. On random perturbed subspaces it tests the identity and the inequality in \eqref{eq:dk}, the density bound \eqref{eq:Ebound} with the actual $\delta$, and the alternative for $\delta$; on the rotation example it tests $\sqrt2\sin\varphi$ and $\sqrt2\tan\varphi$. It solves $q_\eta=1$ symbolically and confirms that the one-mode example attains $q_\eta$. In every SCF run it verifies (A2) at each step against the exact $\varepsilon_{N+1}$. It then tests $e_{k+1}\le q_\eta e_k$ in the adaptive runs, $e_k\le q^ke_0+B$ in the fixed-tolerance runs at $\alpha=0.2$, the full nonlinear floor against the first-order value $F$, and the locked error vector against \eqref{eq:offset}. The bounds \eqref{eq:dk2}, \eqref{eq:cstar}, \eqref{eq:qloc}, \eqref{eq:shift} and \eqref{eq:Fg} have no test of their own in the program; \eqref{eq:qloc}, \eqref{eq:shift} and \eqref{eq:Fg} are compared with its printed values in the worked example, where the constant $c_*$ of \eqref{eq:cstar} is only evaluated and used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sites M = 10 
occupied N = 5 
d1 = 1.35e-10 m
d2 = 1.46e-10 m
t1 = -4.1657e-19 J
t2 = -3.5248e-19 J
U = 1.7624e-18 J
field = 1e+09 V/m
e^2/(4 pi eps0) = 2.3071e-28 J m
a = 1.3091e-10 m
alpha = 0.2 
eta = 0.05 
max|n*-1| = 0.034284 
gap g = 3.0087e-19 J
gap g = 1.8779 eV
delta0 = 2.407e-19 J
gamma_max = 3.5403e-18 J
C = 5.3219e-09 J^1/2
lambda_min = 0.29479 
lambda_max = 2.0531 
q at n* = 0.74104 
measured slow-mode rate = 0.74104 
q sampled on ball = 0.74271 
(1-q)/2 = 0.12864 
q_eta = 0.83443 
e0 = rho = 7.0646e-11 J^1/2
tolerance factor eta*delta0/C = 2.2614e-12 J^1/2
rotation 0.1 rad: ||dP||_F = 0.14119 
rotation 0.1 rad: bound = 0.14189 
F/tau = 1.7053e+09 J^-1/2
B/tau = 1.7187e+10 J^-1/2
exact: SCF steps 57, inner steps 0, max ratio 0.7410, final e 3.732e-19 J^1/2
adaptive warm: SCF steps 57, inner steps 681, max ratio 0.7407, final e 3.657e-19 J^1/2
adaptive adversary: SCF steps 57, inner steps 0, max ratio 0.7412, final e 3.848e-19 J^1/2
tau 1.6022e-22 J, alpha 0.2: e_inf 2.73219e-13, F 2.73215e-13, B(alpha=0.2) 2.7537e-12 J^1/2
tau 1.6022e-23 J, alpha 0.2: e_inf 2.73215e-14, F 2.73215e-14, B(alpha=0.2) 2.7537e-13 J^1/2
tau 1.6022e-24 J, alpha 0.2: e_inf 2.73215e-15, F 2.73215e-15, B(alpha=0.2) 2.7537e-14 J^1/2
tau 1.6022e-23 J, alpha 0.1: e_inf 2.73215e-14, F 2.73215e-14, B(alpha=0.2) 2.7537e-13 J^1/2
lock: tau = 1.6022e-23 J
lock: last SCF step with inner work (from 0) = 23 
lock: total inner steps = 240 
lock: ||R||_F/tau = 0.72718 
lock: computed SCF residual = 5.3321e-24 J^1/2
lock: true error = 1.1523e-14 J^1/2
lock: predicted error = 1.1523e-14 J^1/2
lock: true error / F = 0.42176 
lock: max|n-n*| = 6.0142e-06
\end{verbatim}
